\section*{Second-order energy error of the frozen-core approximation}

\section{A core that changes while its energy seems not to matter}

When an atom enters a molecule, or one of its valence electrons moves to another shell, the potential felt by its core electrons changes. The core density adjusts a little, and the core kinetic energy adjusts with it. Core kinetic energies are large: moving one electron from the 4s to the 3d shell of a nickel atom changes the kinetic energy of the eighteen innermost electrons by about 1.1 hartree in the model treated below. A frozen-core calculation ignores this change, yet its total energy is wrong by only about 0.002 hartree.

The von Barth--Gelatt result explains this. The neglected core kinetic energy is of first order in the core density change, but it is compensated by other first-order errors of the same calculation. What remains is of second order. This is shown here within Kohn--Sham theory, together with the coefficient of the remaining error.

\section{The two calculations}

Hartree atomic units are used. The nuclei are fixed. The occupied orbitals are divided into a core group $c$ and a valence group $v$, with densities $n_c$, $n_v$ and kinetic energies $T_c$, $T_v$. The all-electron energy is
\begin{equation}
E=T_c+T_v+F[n_c+n_v],
\label{energy}
\end{equation}
where $F$ contains the attraction to the nuclei, the Hartree energy and the exchange-correlation energy. Its derivative is the Kohn--Sham potential,
\begin{equation}
V(\mathbf r)=\frac{\delta F}{\delta n(\mathbf r)},\qquad
\delta F=\int V\,\delta n .
\label{potential}
\end{equation}
Integrals without a written measure run over all space. At self-consistency the orbitals of both groups are eigenstates of $-\tfrac12\nabla^2+V$.

A reference atom has the self-consistent potential $V_0$, core density $n_{c0}$ and core kinetic energy $T_{c0}$. The whole frozen core is taken to consist of the lowest eigenstates of this one potential. A sum of cores taken from several separate atoms is not of this form, and the proof below does not cover it as written. The frozen-core calculation for the target system keeps the two core quantities $n_{c0}$ and $T_{c0}$. Its valence orbitals are the higher eigenstates of a potential $\tilde V$ determined by
\begin{equation}
\tilde V=V[n_{c0}+\tilde n_v],\qquad
E_{\rm FC}=T_{c0}+\tilde T_v+F[n_{c0}+\tilde n_v].
\label{fc}
\end{equation}
The core density change is defined as frozen minus relaxed,
\begin{equation}
\delta=n_{c0}-n_c,\qquad \int\delta=0 .
\label{delta}
\end{equation}

\paragraph{Assumptions.}
(i) All occupations of the target are fixed, and are the same in its all-electron and frozen-core calculations. Degenerate orbitals are equally occupied.
(ii) The core consists of completely filled shells, which are the lowest states of the potential and are separated from the others by a gap.
(iii) $F$ is smooth enough to be expanded around the target density.
(iv) The self-consistent valence responds smoothly to a small change of the core density.

\paragraph{Why the variational principle does not settle the matter.}
If the frozen core orbitals and the valence orbitals formed one orthonormal set, $E_{\rm FC}$ would be the energy of an allowed trial set, and stationarity of $E$ would give a second-order error at once. But the valence eigenstates of $\tilde V$ are orthogonal to the core eigenstates of $\tilde V$, not to the frozen core orbitals, which belong to $V_0$. The sum $T_{c0}+\tilde T_v$ is therefore not the kinetic energy of an orthonormal set, and a separate proof is needed.

\section{Kinetic energy of a group of eigenstates}

\paragraph{Lemma 1.}
Let a potential $W_\lambda$ depend smoothly on $\lambda$, and let $g$ be a group of its eigenstates with fixed occupations $f_i$, as in assumption (i). A prime denotes $d/d\lambda$. Then
\begin{equation}
T_g'=-\int W_\lambda\,n_g' .
\label{lemma1}
\end{equation}

\emph{Proof.} Multiplying the eigenvalue equation by $\phi_i^*$, integrating and summing gives
\begin{equation}
T_g=\sum_{i\in g}f_i\varepsilon_i-\int W_\lambda n_g .
\label{tg}
\end{equation}
With $h=-\tfrac12\nabla^2+W_\lambda$ and normalized orbitals,
\begin{align}
\varepsilon_i'
&=\langle\phi_i'|h|\phi_i\rangle+\langle\phi_i|h|\phi_i'\rangle
+\langle\phi_i|W_\lambda'|\phi_i\rangle\nonumber\\
&=\varepsilon_i\frac{d}{d\lambda}\langle\phi_i|\phi_i\rangle
+\langle\phi_i|W_\lambda'|\phi_i\rangle
=\langle\phi_i|W_\lambda'|\phi_i\rangle .
\end{align}
For an equally occupied degenerate shell the sum of the shifts is the trace of $W_\lambda'$ in that shell, so the choice of orbitals within it does not matter. Hence $\sum_i f_i\varepsilon_i'=\int W_\lambda' n_g$. Differentiating \eqref{tg},
\begin{equation}
T_g'=\int W_\lambda'n_g-\int W_\lambda'n_g-\int W_\lambda n_g'
=-\int W_\lambda n_g'.\qquad\square
\end{equation}

The lemma holds for the core and the valence separately, although the valence group is not the ground state of its own number of electrons. A constant added to $W_\lambda$ has no effect, because the charge of the group is fixed and $\int n_g'=0$.

For the core this is the first-order change named at the outset. In general $\int V\delta$ does not vanish at first order: $V$ varies strongly across the core, and moving charge inward or outward through it changes the kinetic energy. For a finite change there are also bounds.

\paragraph{Lemma 2.}
Under assumption (ii),
\begin{equation}
-\int V\delta\;\le\;T_{c0}-T_c\;\le\;-\int V_0\,\delta .
\label{bounds}
\end{equation}

\emph{Proof.} The core orbitals of $V$ minimize the kinetic plus potential energy of $N_c$ independent electrons in $V$. The reference core is a trial state for this problem:
\begin{equation}
T_c+\int Vn_c\le T_{c0}+\int Vn_{c0}.
\end{equation}
Rearrangement gives the left inequality. Exchanging the roles of the two cores gives
\begin{equation}
T_{c0}+\int V_0n_{c0}\le T_c+\int V_0n_c ,
\end{equation}
which is the right inequality. $\square$

The part of the kinetic energy change beyond first order is therefore confined:
\begin{equation}
R=T_{c0}-T_c+\int V\delta,\qquad
0\le R\le\int(V-V_0)\,\delta .
\label{remainder}
\end{equation}
The upper bound is a product of two small quantities, the potential change and the density change which it causes.

\section{The theorem}

To speak of orders, a path of cores is needed. Write $V_0-V=\eta u$, where $\eta$ measures the size of the potential change and $u$ its shape. A constant part of $u$ is irrelevant. The core generated by $V+\eta u$ differs from the target core by $\delta=\eta\nu+O(\eta^2)$, where $\nu$ is the linear response of the core to $u$. When $\nu\neq0$, orders in $\eta$ are orders in the core density change. The shape $u$ and the target itself may also vary smoothly with $\eta$, as they do in the nickel table below. The coefficients then vary smoothly too, and the orders are unchanged.

\paragraph{Theorem.}
Under assumptions (i)--(iv),
\begin{align}
T_{c0}-T_c&=-\int V\delta+O(\eta^2),\label{first}\\
E_{\rm FC}-E&=\frac12\int(\tilde V-V_0)\,\delta+O(\eta^3).
\label{second}
\end{align}
The first quantity is in general of first order in the core density change. The second is of second order.

\emph{Proof.} Equation \eqref{first} follows from \eqref{remainder}, since both factors in the bound on $R$ are $O(\eta)$.

For \eqref{second}, connect the two cores by the potentials
\begin{equation}
W_\lambda=V+\lambda(V_0-V),\qquad 0\le\lambda\le1 .
\end{equation}
Let $n_c(\lambda)$ and $T_c(\lambda)$ belong to the core eigenstates of $W_\lambda$. For each $\lambda$ freeze this core and make the valence of the target self-consistent. The resulting potential and energy are
\begin{align}
V_\lambda&=V[n_c(\lambda)+n_v(\lambda)],\\
G(\lambda)&=T_c(\lambda)+T_v(\lambda)+F[n_c(\lambda)+n_v(\lambda)],
\end{align}
where the valence orbitals are eigenstates of $V_\lambda$. At $\lambda=0$ the frozen core is already the correct one, so $V_\lambda=V$ and $G(0)=E$. At $\lambda=1$ it is the reference core, so $V_\lambda=\tilde V$ and $G(1)=E_{\rm FC}$.

Lemma 1 is now used twice, with a different potential each time: the core orbitals belong to $W_\lambda$, the valence orbitals to $V_\lambda$. With \eqref{potential} for the change of $F$,
\begin{align}
G'&=-\int W_\lambda n_c'-\int V_\lambda n_v'
+\int V_\lambda(n_c'+n_v')\nonumber\\
&=\int(V_\lambda-W_\lambda)\,n_c' .
\label{slope}
\end{align}
The valence terms have cancelled. At $\lambda=0$ both potentials equal $V$, so $G'(0)=0$: there is no first-order error.

It remains to find the coefficient. Along the path everything depends on $\lambda$ through $\mu=\lambda\eta$. By assumption (iv),
\begin{equation}
V_\lambda-W_\lambda=\mu D+O(\mu^2),\qquad
\frac{dn_c}{d\mu}=\nu+O(\mu),
\end{equation}
with $D$ independent of $\mu$. Integrating \eqref{slope} over $\mu$ from $0$ to $\eta$,
\begin{equation}
E_{\rm FC}-E=\int_0^\eta\! d\mu\,\mu\int D\nu+O(\eta^3)
=\frac{\eta^2}{2}\int D\nu+O(\eta^3).
\end{equation}
At the end of the path $\tilde V-V_0=\eta D+O(\eta^2)$ and $\delta=\eta\nu+O(\eta^2)$. Their product is $\eta^2D\nu+O(\eta^3)$, which gives \eqref{second}. $\square$

\section{What the theorem says, and where it stops}

\paragraph{The compensation.}
To first order, with $\delta n_v=\tilde n_v-n_v$, the three parts of $E_{\rm FC}-E$ are
\begin{equation}
-\int V\delta,\qquad -\int V\,\delta n_v,\qquad
+\int V(\delta+\delta n_v),
\end{equation}
for core kinetic energy, valence kinetic energy and $F$. They add to zero. The core kinetic energy and core density must therefore be frozen together. If the correct $T_c$ were inserted while $n_{c0}$ was kept in $F$, the first-order term $-\int V\delta$ would be removed from the sum, and the remaining terms would no longer cancel.

\paragraph{The valence response.}
Let $K=\delta V/\delta n$ be the interaction kernel and $\chi_v$ the linear density response of the valence group to a potential. Differentiating the self-consistency condition at $\lambda=0$ gives
\begin{equation}
V_\lambda'=K(n_c'+\chi_vV_\lambda')
\quad\Rightarrow\quad
V_\lambda'=(1-K\chi_v)^{-1}Kn_c' .
\label{response}
\end{equation}
Assumption (iv) thus requires $1-K\chi_v$ to be invertible. Near an instability of the valence shell the inverse is large, and a small core change can produce a large valence change. The expansion then has a small range of validity, or none.

\paragraph{The sign.}
The coefficient can be divided as
\begin{equation}
\frac12\int(\tilde V-V_0)\delta
=\frac12\int(V-V_0)\delta+\frac12\int(\tilde V-V)\delta .
\label{parts}
\end{equation}
The first part is the second-order core kinetic remainder. To see this, integrate Lemma 1 along the path:
\begin{equation}
R=\int_0^1\! d\lambda\int(V-W_\lambda)n_c'
=\int_0^1\! d\lambda\,\lambda\int(V-V_0)n_c' ,
\end{equation}
and replace $n_c'$ by its leading value $\delta$. This part is not negative, by \eqref{remainder}. The second part is the interaction of the core change with itself, modified by the valence response \eqref{response}. Its sign is not fixed by the present argument, so $E_{\rm FC}$ is not guaranteed to lie above $E$.

\paragraph{Orthogonalized valence.}
One may instead minimize the energy over valence orbitals orthogonal to the frozen core orbitals. The complete set is then an allowed trial set. If $E$ is the minimum at the given occupations, the result is an upper bound to $E$. Its error is also of second order, because the orbitals deviate at first order from a stationary point.

\paragraph{Energy differences.}
If the target is the reference itself, $\delta=0$ and the frozen-core energy is correct within the chosen functional. The error at another configuration is therefore also the error of its energy difference from the reference.

\paragraph{A distant valence change.}
If spherical valence charge is rearranged wholly outside the core, Gauss's law makes the change of its Hartree potential constant inside. A local exchange-correlation potential does not change there. A constant leaves the core orbitals unchanged, so the error vanishes in this limit. For spherical changes, what matters is therefore valence charge that penetrates the core. A non-spherical change outside the core, such as neighbouring atoms produce, in general gives a non-constant potential inside and then changes the core.

\paragraph{Failure.}
The theorem promises a small error only when $\delta$ is small. If the gap between core and valence closes, or if an outer core shell responds strongly, second order may still be too large for the purpose. Such a semicore shell can be moved to the valence. The theorem concerns the frozen core alone; replacing the core by a pseudopotential brings further approximations that it does not estimate.

\section{Nickel: moving electrons from 4s to 3d}

The example is a nickel atom, non-relativistic, spherical and spin-unpolarized, with local-density exchange and no correlation. These omissions make the energies unsuitable as predictions for real nickel, but the theorem applies to this model as it stands. The reference configuration is $3d^8\,4s^2$. In the target, $x$ electrons have moved from 4s to 3d; fractional $x$ means fractional occupations. The frozen core is argon-like, from 1s through 3p. Its displaced charge is measured by
\begin{equation}
s=\frac12\int|\delta| ,
\end{equation}
the number of electrons that would have to be moved to turn one core density into the other. Because $|\delta|$ has kinks where $\delta$ changes sign, the last tabulated digits of $s$ depend on the radial mesh.

\begin{center}
\begin{tabular}{ccccc}
$x$ & $s$ & $T_{c0}-T_c$ & error & formula \\
 & (electrons) & (hartree) & (mhartree) & (mhartree) \\
0.125 & 0.00654 & 0.1718 & 0.0518 & 0.0519 \\
0.25 & 0.01275 & 0.3336 & 0.1963 & 0.1968 \\
0.5 & 0.02419 & 0.6278 & 0.7007 & 0.7046 \\
1 & 0.04315 & 1.1031 & 2.2026 & 2.2255
\end{tabular}
\end{center}

The error column is $E_{\rm FC}-E$ from two separate self-consistent calculations, and the last column is the leading term of \eqref{second}. They differ by about 1\% of the error at $x=1$ and by less at smaller $x$, as expected when the neglected terms are of third order.

The displaced charge grows somewhat more slowly than $x$, so the orders are read off against $s$. Between the first two rows the exponent of the energy error is
\begin{equation}
\frac{\ln(0.19626/0.05184)}{\ln(0.012751/0.006539)}=1.99 .
\end{equation}
The same ratio for the core kinetic energy gives 0.99. One quantity is quadratic and the other linear in the core change.

At $x=1$ the differences, frozen-core minus all-electron, are
\begin{equation}
\underbrace{1.1031}_{\text{core kinetic}}
-\underbrace{0.4500}_{\text{valence kinetic}}
-\underbrace{0.6509}_{F}
=0.0022\ \text{hartree}.
\end{equation}
Inserting the correct core kinetic energy alone would remove the first term and leave an error of $-1.1009$ hartree, five hundred times larger in magnitude.

The kinetic remainder is $R=1.973$ mhartree, below its bound of 3.993 mhartree. Half the bound, 1.996 mhartree, is the first part of \eqref{parts}. The second part is then $2.2255-1.9963=0.2292$ mhartree. Here both parts are positive, and most of the error is the second-order kinetic energy of the core.

The path used in the proof can also be followed on both sides of the correct core. With the target fixed at $x=1$, the error is 0.0232 mhartree at $\lambda=-0.1$ and 0.0230 mhartree at $\lambda=0.1$. It has nearly the same value on both sides. The difference quotient between these two points is $-1.1\times10^{-6}$ hartree. This is not a first-order error: if $G(\lambda)-E=a\lambda^2+b\lambda^3+\dots$, the quotient between $\pm h$ is $bh^2$ to leading order, and it vanishes as $h\to0$, in agreement with a zero slope at $\lambda=0$. The slope of the core kinetic energy at the same point is 1.126 hartree.

Orthogonalizing the valence to the frozen core orbitals gives an error of 2.152 mhartree at $x=1$, close to the 2.203 mhartree of the eigenstate scheme. Both schemes show second-order scaling.

For the energy difference between the two configurations, the all-electron result is $-0.0627$ hartree and the frozen-core result $-0.0605$ hartree. The error, 2.2 mhartree or 0.060 eV, is 3.5\% of this difference. Whether that is acceptable depends on the use.

Treating 3s and 3p as valence leaves a neon-like frozen core. Its displaced charge at $x=1$ is 0.00071 electrons, and the error falls to 0.006 mhartree, or 0.00016 eV. The charge has decreased by a factor of about 61, and the error by about 370, not by $61^2\approx3700$. The theorem does not predict that larger factor, because the quadratic coefficient belongs to a given core, and here the core itself has been changed. From the printed values the ratio of error to $s^2$ is about 1.2 hartree for the argon-like core and 12 hartree for the neon-like one.

The calculation shows that, in this example, moving the semicore shells to the valence reduces the error greatly, because the density of the remaining core changes far less. The numerical check contains the direct calculations behind these comparisons.

\section*{Calculated quantities}
\begin{verbatim}
Ni: Z = 28, mesh points = 89, box radius = 30 bohr
reference 3d8 4s2 total energy = -1503.148059 hartree
virial check E + T of reference = -1.0e-06 hartree
3d9 4s1 total energy = -1503.210775 hartree
all-electron E(3d9 4s1) - E(3d8 4s2) = -0.062715 hartree
frozen-core  E(3d9 4s1) - E(3d8 4s2) = -0.060513 hartree
Ar-like frozen core; x = electrons moved from 4s to 3d
x = 0.125: displaced core charge = 0.006539 electrons
  T_c0 - T_c = 0.171752, -Int V d = 0.171706 hartree
  energy error = 0.05184, formula = 0.05191 millihartree
  error with orthogonalized valence = 0.04926 millihartree
x = 0.250: displaced core charge = 0.012751 electrons
  T_c0 - T_c = 0.333576, -Int V d = 0.333403 hartree
  energy error = 0.19626, formula = 0.19681 millihartree
  error with orthogonalized valence = 0.18736 millihartree
x = 0.500: displaced core charge = 0.024188 electrons
  T_c0 - T_c = 0.627791, -Int V d = 0.627169 hartree
  energy error = 0.70073, formula = 0.70457 millihartree
  error with orthogonalized valence = 0.67462 millihartree
x = 1.000: displaced core charge = 0.043150 electrons
  T_c0 - T_c = 1.103099, -Int V d = 1.101126 hartree
  energy error = 2.20260, formula = 2.22552 millihartree
  error with orthogonalized valence = 2.15216 millihartree
exponents against displaced charge, x = 0.125 to 0.25:
  energy error 1.994, core kinetic 0.994, orthogonalized 2.000
contributions at x = 1, frozen-core minus all-electron:
  core kinetic = 1.103099 hartree
  valence kinetic = -0.449957 hartree
  interaction F = -0.650940 hartree
  sum = 0.002203 hartree
core kinetic remainder at x = 1: 1.97329 millihartree
  its upper bound: 3.99255 millihartree
slopes along the potential path at lambda = 0, x = 1:
  core kinetic: direct 1.125922, formula 1.125922 hartree
  valence kinetic: direct 8.197841, formula 8.197851 hartree
  frozen-core total energy: -1.09e-06 hartree
  lambda = -0.10: energy error = 0.02318 millihartree
  lambda = 0.10: energy error = 0.02296 millihartree
  lambda = 0.25: energy error = 0.14248 millihartree
  lambda = 0.50: energy error = 0.56335 millihartree
  exponent from lambda = 0.25 to 0.5: 1.983
Ne-like frozen core, x = 1: displaced charge = 0.000706 electrons
  energy error = 0.00597 millihartree
errors at x = 1 in eV: Ar-like 0.059936, Ne-like 0.000162
\end{verbatim}
